# Reciprocity of four-terminal resistances in a magnetic field

## Reciprocity from field reversal and current conservation

A four-terminal resistance stays the same when the current contacts and the voltage contacts exchange roles and the magnetic field is reversed:

\[
R_{12,34}(B) = R_{34,12}(-B) .
\]

Here \(R_{mn,kl} = (V_k - V_l)/I\), where the current \(I\) enters the conductor at terminal \(m\) and leaves at terminal \(n\), while every other terminal carries no net current. Both operations are needed. If the field is reversed and the contacts keep their roles, the resistance may change in size and even in sign.

The relation rests on a symmetry of the transmissions. Let \(T_{pq}(B)\) be the total transmission from terminal \(q\) to terminal \(p\), summed over all channels of both leads. The symmetry is

\[
T_{pq}(B) = T_{qp}(-B) .
\]

It follows from the Schrödinger equation under assumptions that are sufficient for the derivation, though not all of them are necessary for the theorem. Take spinless electrons of charge \(-e\), with \(e > 0\), moving coherently in a real potential \(U(\mathbf r)\) that is the same for both field directions. The Hamiltonian is

\[
H(B) = \frac{(\mathbf p + e\mathbf A)^2}{2m} + U(\mathbf r) .
\]

Complex conjugation turns \(\mathbf p = -i\hbar\nabla\) into \(-\mathbf p\), and \((-\mathbf p + e\mathbf A)^2 = (\mathbf p - e\mathbf A)^2\). Hence \(H(B)^* = H(-B)\). If \(\psi\) solves the problem at field \(B\) and real energy \(E\), then \(\psi^*\) solves it at \(-B\) and the same energy.

Let the leads be free of magnetic field. Each lead is a simply connected strip, so the vector potential inside it can be removed by a gauge transformation, and the transverse mode functions can be chosen real. Collect the amplitudes of the incoming waves of all leads in a vector \(a\) and those of the outgoing waves in \(b\), normalized so that a unit amplitude carries unit particle current. The scattering matrix is defined by \(b = S(B)\,a\). Conjugation changes \(e^{ikx}\) into \(e^{-ikx}\), so it exchanges incoming and outgoing waves. The state \(\psi^*\) has incoming amplitudes \(b^*\) and outgoing amplitudes \(a^*\), and therefore

\[
a^* = S(-B)\, b^* = S(-B)\, S(B)^*\, a^* .
\]

The vector \(a\) is arbitrary, so \(S(-B)\) is the inverse of \(S(B)^*\). Particle conservation makes \(S\) unitary, \(S^\dagger S = 1\). The complex conjugate of this equation is \(S^T S^* = 1\), which identifies the inverse of \(S^*\) as \(S^T\). Thus

\[
S(-B) = S(B)^T .
\]

Since \(T_{pq}\) is the sum of \(|S_{mn}|^2\) over outgoing channels \(m\) in lead \(p\) and incoming channels \(n\) in lead \(q\), the symmetry of the transmissions follows. The diagonal element \(T_{pp}\) is the total reflection back into lead \(p\), and it is even in the field.

Unitarity gives two further facts. Let lead \(p\) have \(N_p\) open channels. Each row and each column of \(S\) has unit norm, so

\[
\sum_q T_{pq} = N_p , \qquad \sum_q T_{qp} = N_p .
\]

The second sum says that everything sent in from terminal \(p\) comes out somewhere. The first says that when all reservoirs emit with the same occupation, the outgoing channels of lead \(p\) are filled to that same occupation.

The terminals are now connected to reservoirs with voltages \(V_p\), measured from a common equilibrium value, so that the electrochemical potentials are \(\mu_p = \mu_0 - eV_p\). In an energy interval \(dE\), each incoming channel carries the particle current \(f_p\, dE/h\), where \(f_p\) is the occupation in its reservoir. The net particle current from reservoir \(p\) into the conductor is what the reservoir emits minus what arrives in it:

\[
J_p = \frac{1}{h}\int dE \left[ N_p f_p - \sum_q T_{pq} f_q \right] .
\]

At equilibrium all \(f_q\) are equal and the bracket vanishes by the row sum. This also means that a small change of the transmissions, caused by the applied voltages, has no effect in first order: it is multiplied by a combination of voltage differences that is itself of first order. In linear response, the transmissions may therefore be taken from equilibrium.

At zero temperature the integral of \(f_p - f_0\), where \(f_0\) is the equilibrium occupation, equals \(\mu_p - \mu_0 = -eV_p\). Hence

\[
J_p = \frac{1}{h}\left[ N_p(-eV_p) - \sum_q T_{pq}(-eV_q) \right] .
\]

The charge current entering from terminal \(p\) is \(I_p = -eJ_p\). The two minus signs cancel, and

\[
I_p = \frac{e^2}{h}\sum_q g_{pq} V_q , \qquad
g_{pq} = N_p\,\delta_{pq} - T_{pq} .
\]

The dimensionless matrix \(g\) inherits three properties. Its row sums vanish, so equal voltages drive no current. Its column sums vanish, so the currents add up to zero. Because \(N_p\) belongs to a field-free lead and does not depend on \(B\), the symmetry of the transmissions becomes

\[
g_{pq}(B) = g_{qp}(-B) .
\]

Before a resistance can be discussed, the voltages must be known to exist. Consider the quadratic form

\[
\sum_{pq} V_p g_{pq} V_q = \sum_p N_p V_p^2 - \sum_{pq} T_{pq} V_p V_q .
\]

The first term can be split into two equal halves. In one half, replace \(N_p\) by the row sum of \(T\); in the other, use the column sum. This gives

\[
\sum_p N_p V_p^2 = \frac12 \sum_{pq} T_{pq} V_p^2 + \frac12 \sum_{pq} T_{pq} V_q^2 ,
\]

and therefore

\[
\sum_{pq} V_p g_{pq} V_q = \frac12 \sum_{pq} T_{pq}\,(V_p - V_q)^2 \ge 0 .
\]

Multiplied by \(e^2/h\), the left side is \(\sum_p I_p V_p\), the electrical power supplied to the conductor. It cannot be negative.

Suppose that \(gV = 0\). Then the sum of squares vanishes, and \(V_p = V_q\) for every pair of terminals joined by a nonzero transmission in either direction. If such links connect all the terminals, directly or through other terminals, all voltages are equal. For \(n\) terminals the null space of \(g\) is then one-dimensional, and its range has dimension \(n-1\). The range lies within the set of currents with zero sum, which also has dimension \(n-1\), so the two coincide. Every set of currents that adds up to zero can thus be driven, and it fixes the voltages up to a common constant. Voltage differences are unique.

Now compare two experiments on the same conductor. In the first, the field is \(B\), and a current \(I\) enters at 1 and leaves at 2. The voltages \(V_q\) obey

\[
\frac{e^2}{h}\sum_q g_{pq}(B)\, V_q = I\,(\delta_{p1} - \delta_{p2}) .
\]

In the second, the field is \(-B\), and a current \(I'\) enters at 3 and leaves at 4. The voltages \(V'_p\) obey

\[
\frac{e^2}{h}\sum_p g_{qp}(-B)\, V'_p = I'\,(\delta_{q3} - \delta_{q4}) .
\]

Form the double sum that contains the voltages of both experiments,

\[
X = \frac{e^2}{h}\sum_{pq} V'_p\, g_{pq}(B)\, V_q .
\]

Summing over \(q\) first produces the currents of the first experiment:

\[
X = \sum_p V'_p\, I\,(\delta_{p1} - \delta_{p2}) = I\,(V'_1 - V'_2) .
\]

Alternatively, replace \(g_{pq}(B)\) by \(g_{qp}(-B)\) and sum over \(p\) first. This produces the currents of the second experiment:

\[
X = \sum_q V_q\, I'\,(\delta_{q3} - \delta_{q4}) = I'\,(V_3 - V_4) .
\]

The two values of \(X\) are equal. Division by \(I I'\) gives

\[
\frac{V_3 - V_4}{I} = \frac{V'_1 - V'_2}{I'} .
\]

The left side is \(R_{12,34}(B)\) and the right side is \(R_{34,12}(-B)\), which proves the theorem. Adding a constant to either set of voltages changes nothing, because the currents in each experiment add up to zero.

The proof did not use the number of terminals, nor did it require the four labels to be different. In general,

\[
R_{mn,kl}(B) = R_{kl,mn}(-B) .
\]

If the voltage is measured at the current contacts themselves, \(k = m\) and \(l = n\), both sides refer to the same arrangement, and

\[
R_{12,12}(B) = R_{12,12}(-B) .
\]

This resistance is even in the field. For distinct pairs of contacts, the theorem links two different measurements and leaves each of them free to be uneven.

A count of the free parameters shows where this freedom comes from. The part of \(T\) that changes sign with the field is proportional to \(A_{pq} = T_{pq} - T_{qp}\). An antisymmetric \(n \times n\) matrix has \(n(n-1)/2\) independent elements. The sum rules require each row of \(A\) to add up to zero; these are \(n-1\) independent conditions, because the sum of all elements of an antisymmetric matrix vanishes anyway. The sum rules thus leave

\[
\frac{n(n-1)}{2} - (n-1) = \frac{(n-1)(n-2)}{2}
\]

parameters. For two terminals there are none, and the transmission is even. For three there is one, a circulation around the three terminals. For four there are three.

Additional floating terminals can represent loss of phase coherence: a reservoir absorbs electrons and returns them without a phase relation. Such a terminal \(f\) can be eliminated explicitly. The condition \(I_f = 0\) gives

\[
V_f = \frac{1}{S_f}\sum_{q \ne f} T_{fq} V_q , \qquad S_f = N_f - T_{ff} .
\]

Inserted into the other current equations, this replaces \(T_{pq}\) by

\[
\widetilde T_{pq} = T_{pq} + \frac{T_{pf}\, T_{fq}}{S_f} .
\]

The added term describes electrons that travel from \(q\) to \(p\) by way of the reservoir. Reversing the field turns the product into \(T_{fp}T_{qf}\), with both factors taken at the original field, and leaves \(S_f\) unchanged. Hence \(\widetilde T_{pq}(B) = \widetilde T_{qp}(-B)\). Reciprocity does not require coherence throughout the conductor.

Nor does it require zero temperature. If all reservoirs share one temperature, linear response replaces \(g\) by the average of \(g(E)\) with the weight \(-\partial f_0/\partial E\). The average preserves the zero sums and the transposition rule, so the proof applies again.

The conditions that do matter can be read from the derivation. The symbol \(B\) stands for the whole magnetic field: if part of it comes from magnetized inclusions whose direction stays fixed, \(H^*\) is not the Hamiltonian of the second experiment. Beyond linear response, the potential depends on the applied voltages, and nothing above guarantees that it is the same in the two experiments. In either case, the equality may fail.

## Why a single resistance need not be even

The notation is as before. \(T_{pq}\) is the transmission from terminal \(q\) to terminal \(p\), \(N_p\) is the number of open channels in lead \(p\), and \(g_{pq} = N_p\delta_{pq} - T_{pq}\) relates currents and voltages through \(I_p = (e^2/h)\sum_q g_{pq}V_q\). The rows and columns of \(g\) add up to zero, field reversal transposes \(T\) and \(g\), and for connected terminals the null space of \(g\) contains constant voltages only. It has been shown that \(R_{12,34}(B) = R_{34,12}(-B)\). An explicit formula for four terminals now shows what happens when only the field is reversed.

Let current enter at 1 and leave at 2, and choose \(V_2 = 0\). With the abbreviation \(S_p = N_p - T_{pp} = \sum_{q\ne p}T_{pq}\), the conditions \(I_3 = 0\) and \(I_4 = 0\) read

\[
S_3V_3 - T_{34}V_4 = T_{31}V_1 , \qquad
-T_{43}V_3 + S_4V_4 = T_{41}V_1 .
\]

Their determinant is \(d = S_3S_4 - T_{34}T_{43}\), and their solution is

\[
V_3 = \frac{S_4T_{31} + T_{34}T_{41}}{d}\,V_1 , \qquad
V_4 = \frac{S_3T_{41} + T_{43}T_{31}}{d}\,V_1 .
\]

In the difference, collect the terms with \(T_{31}\) and those with \(T_{41}\):

\[
V_3 - V_4 = \frac{T_{31}(S_4 - T_{43}) - T_{41}(S_3 - T_{34})}{d}\,V_1 .
\]

Here \(S_4 - T_{43} = T_{41} + T_{42}\) and \(S_3 - T_{34} = T_{31} + T_{32}\). The products \(T_{31}T_{41}\) cancel, leaving

\[
V_3 - V_4 = \frac{T_{31}T_{42} - T_{32}T_{41}}{d}\,V_1 .
\]

The current at terminal 1 is

\[
I = \frac{e^2}{h}\left(S_1V_1 - T_{13}V_3 - T_{14}V_4\right) = \frac{e^2}{h}\,\frac{D}{d}\,V_1 ,
\]

where insertion of \(V_3\) and \(V_4\) gives

\[
D = S_1d - T_{13}(S_4T_{31} + T_{34}T_{41}) - T_{14}(S_3T_{41} + T_{43}T_{31}) .
\]

This is the determinant of \(g\) with row 2 and column 2 removed, expanded along its first row. Dividing the voltage difference by the current gives

\[
R_{12,34} = \frac{h}{e^2}\,\frac{T_{31}T_{42} - T_{32}T_{41}}{D} .
\]

Neither \(d\) nor \(D\) vanishes. Each is the determinant of a block of \(g\) that remains when at least one terminal is grounded, and on such a block the quadratic form \(\frac12\sum_{pq} T_{pq}(V_p - V_q)^2\) is positive for every nonzero set of voltages.

Field reversal transposes \(g\), and a determinant is unchanged by transposition, so \(D(-B) = D(B)\). The numerator changes to \(T_{13}T_{24} - T_{23}T_{14}\), expressed through the transmissions at \(+B\). Consequently,

\[
R_{12,34}(B) - R_{12,34}(-B) = \frac{h}{e^2}\,
\frac{T_{31}T_{42} - T_{32}T_{41} - T_{13}T_{24} + T_{23}T_{14}}{D} .
\]

The difference vanishes if \(T\) is symmetric, as it is at zero field. In a field, nothing in the premise requires it to vanish.

Weakly coupled voltage probes show the physical content. Let the transmissions between a probe and terminals 1 and 2 be of order \(\varepsilon\), and those between the probes of order \(\varepsilon^2\). To leading order, \(d = S_3S_4\) and \(D = T_{12}\,d\), so that

\[
R_{12,34} \simeq \frac{h}{e^2}\,\frac{1}{T_{12}}
\left[\frac{T_{31}}{T_{31}+T_{32}} - \frac{T_{41}}{T_{41}+T_{42}}\right] .
\]

In this limit \(T_{12}\) is even in the field, as for a two-terminal conductor. Each fraction is the share of a probe's incoming transmission that comes from terminal 1. A field can steer electrons from terminal 1 towards one probe and away from the other, and these shares need not be even.

One perfectly transmitting edge channel gives the simplest counterexample. Place the contacts around the edge in the order 1, 3, 2, 4, and let the channel run in that order for one field direction:

\[
T_{31} = T_{23} = T_{42} = T_{14} = 1 ,
\]

with all other transmissions and reflections zero. Contact 3 receives electrons from contact 1 alone, so \(I_3 = 0\) requires \(V_3 = V_1\). Likewise, \(I_4 = 0\) requires \(V_4 = V_2\). The current is \(I = (e^2/h)(V_1 - V_4) = (e^2/h)(V_1 - V_2)\), and therefore \(R_{12,34}(B) = +h/e^2\).

After field reversal the channel runs backwards, and \(T_{13} = T_{32} = T_{24} = T_{41} = 1\). Now \(V_3 = V_2\) and \(V_4 = V_1\), while \(I = (e^2/h)(V_1 - V_3) = (e^2/h)(V_1 - V_2)\). Hence \(R_{12,34}(-B) = -h/e^2\). The resistance is odd, which already proves that evenness can fail.

Reciprocity still holds. At \(-B\), send the current from 3 to 4. The floating contacts then have \(V_1 = V_3\) and \(V_2 = V_4\), and the current is \(I = (e^2/h)(V_3 - V_2) = (e^2/h)(V_3 - V_4)\). This gives \(R_{34,12}(-B) = +h/e^2\), equal to \(R_{12,34}(B)\).

In general a resistance has both an even and an odd part. Reciprocity allows both to be found without reversing the field, since \(R_{12,34}(-B)\) can be replaced by \(R_{34,12}(B)\):

\[
R_{\text{even}} = \tfrac12\left[R_{12,34}(B) + R_{34,12}(B)\right] , \qquad
R_{\text{odd}} = \tfrac12\left[R_{12,34}(B) - R_{34,12}(B)\right] .
\]

A small lattice conductor shows both parts at once. Its sites are \((x,y)\) with \(x = 0,\dots,11\) and \(y = 0,\dots,9\). The site energy is \(4t\), raised by \(1.5t\) on the off-centre block \(x = 4,5,6\), \(y = 5,6\). Vertical neighbours are coupled by \(-t\). The hop from \((x,y)\) to \((x+1,y)\) has amplitude \(-t\,e^{i\alpha y}\), and the reverse hop has the conjugate amplitude. The angle is \(\alpha = 2\pi\phi\), where \(\phi\) is the flux through one plaquette in units of \(h/e\).

Four leads, each four sites wide, are attached at the left edge (terminal 1, \(y = 3\) to 6), the right edge (terminal 2, \(y = 4\) to 7), the top edge (terminal 3, \(x = 2\) to 5) and the bottom edge (terminal 4, \(x = 6\) to 9). Their transverse modes are \(\chi_n(j) = \sqrt{2/5}\,\sin(\pi nj/5)\), with \(j = 1,\dots,4\). For the top lead they are multiplied by \(e^{9i\alpha x}\), which matches the hopping phase on the row \(y = 9\) and keeps that lead free of flux. At energy \(E = 1.8t\), the wave number along a lead obeys

\[
2t\cos k_n = 4t - 2t\cos\frac{\pi n}{5} - E .
\]

The right side lies between \(-2t\) and \(2t\) for \(n = 1\) and 2, so each lead has two open channels. The other two modes decay into the lead.

The leads can be eliminated exactly. Number the sites along a lead by \(s\), with \(s = 0\) at the sample edge, and write the amplitude of an open mode as \(c_s = (a\,e^{-iks} + b\,e^{iks})/\sqrt{\gamma}\), where \(\gamma = 2t\sin k\) is proportional to the velocity. Eliminating \(b\) in favour of \(c_0\) gives

\[
-t\,c_1 = -t\,e^{ik}c_0 + i\sqrt{\gamma}\,a .
\]

The first term is an energy-dependent addition to the sample Hamiltonian, and the second is a source. A decaying mode contributes the first term alone, with \(e^{ik}\) replaced by its real decay factor. Let \(\Sigma\) be the sum of these additions, and let \(W\) be the matrix whose columns are \(\sqrt{\gamma_n}\,\chi_n\) for the open channels. The sample amplitudes are then \(\psi = i(E - H - \Sigma)^{-1}Wa\). Since \(a + b = \sqrt{\gamma}\,c_0\) in each channel, \(b = W^\dagger\psi - a\), and

\[
S = -1 + i\,W^\dagger (E - H - \Sigma)^{-1} W .
\]

Direct numerical solution of these linear equations for \(\phi = +0.04\) gives the transmissions, with row \(p\) for arrival and column \(q\) for departure:

\[
T(+B) = \begin{pmatrix}
0.2501 & 0.6526 & 0.5197 & 0.5776\\
0.4066 & 0.3065 & 0.7179 & 0.5689\\
0.9906 & 0.0640 & 0.3442 & 0.6012\\
0.3527 & 0.9769 & 0.4181 & 0.2523
\end{pmatrix} .
\]

Each row and each column adds up to 2, the number of channels. At \(\phi = -0.04\) the calculation gives the transposed matrix. The transmission from left to top is 0.99 at \(+B\) and 0.52 at \(-B\). The direction of the field follows from the hopping phase. Along a line of constant \(A_x\), the factor \(e^{-ieA_x X/\hbar}\), with \(X\) the distance along the line, removes \(A_x\) from \(p_x + eA_x\). A hop of one lattice spacing \(\ell\) to the right therefore carries the phase \(-eA_x\ell/\hbar\). Setting this equal to \(\alpha y\) gives \(A_x = -\hbar\alpha y/(e\ell)\) on the row at height \(y\ell\). Hence \(B_z = \hbar\alpha/(e\ell^2)\), which is a flux \(\phi\,h/e\) per plaquette. With \(x\) to the right and \(y\) upwards, positive \(\phi\) is thus a field pointing towards the viewer, and the Lorentz force \(-e\,\mathbf v\times\mathbf B\) on an electron moving to the right points to the top. The larger transmission to the top at \(+B\) agrees with this direction, but in so small a coherent sample the classical force does not always fix the sign: at \(E = 2.1t\) and \(\phi = \pm 0.005\), \(T_{31}(+B) - T_{31}(-B)\) is \(-0.23\).

From the matrix, \(S_1 = 1.750\) and \(d = 2.642\), and the three terms of \(D\) give \(D = 4.6239 - 1.0100 - 0.5765 \approx 3.037\). The resistances are

\[
R_{12,34}(+B) = \frac{0.9677 - 0.0226}{3.037}\,\frac{h}{e^2} = 0.311\,\frac{h}{e^2} ,
\]

\[
R_{12,34}(-B) = \frac{0.2957 - 0.4147}{3.037}\,\frac{h}{e^2} = -0.039\,\frac{h}{e^2} .
\]

With \(h/e^2 = 25.81\) kΩ, these are 8.03 kΩ and −1.01 kΩ. The even part is \(0.136\,h/e^2\) and the odd part is \(0.175\,h/e^2\), so this resistance is neither even nor odd.

The exchanged measurement can be followed through its voltages, in units of \((h/e^2)I\) and with \(V_4 = 0\). At \(+B\), with current from 1 to 2, the voltages \(V_1\) to \(V_4\) are 0.541, −0.329, 0.311 and 0. At \(-B\), with current from 3 to 4, they are 0.561, 0.250, 0.888 and 0. The voltage patterns differ, but \(V_3 - V_4 = 0.311\) in the first equals \(V_1 - V_2 = 0.561 - 0.250 = 0.311\) in the second. The resistance between the current contacts, \(R_{12,12}\), is \(0.870\,h/e^2\) for both field directions.

The negative value of \(R_{12,34}(-B)\) does not mean that the conductor supplies energy. The power is \(I(V_1 - V_2)\), which involves the current contacts and is positive.

The dependence on flux, with resistances in units of \(h/e^2\), is as follows.

| \(\phi\) | \(R_{12,34}(+B)\) | \(R_{12,34}(-B)\) | \(R_{34,12}(-B)\) |
|---|---|---|---|
| 0 | −0.061 | −0.061 | −0.061 |
| 0.01 | 0.049 | 0.003 | 0.049 |
| 0.02 | 0.202 | −0.157 | 0.202 |
| 0.04 | 0.311 | −0.039 | 0.311 |

The second and fourth columns agree at every flux, while the second and third separate once the field is present. At zero field, a mirror symmetry that exchanged terminals 3 and 4 while keeping 1 and 2, or exchanged 1 and 2 while keeping 3 and 4, would give \(R_{12,34} = -R_{12,34}\) and hence zero. A fourfold rotation that carried the terminals 1, 4, 2, 3 cyclically into one another would do the same, since it gives \(R_{12,34} = R_{43,12} = -R_{34,12}\), and reciprocity at zero field turns this into \(-R_{12,34}\). The positions of the leads and of the block break both mirrors, and the rectangular sample has no fourfold rotation, so no such symmetry forces the zero-field value to vanish. The odd part is 0.023, 0.180 and 0.175 at the three nonzero fluxes, so it is not proportional to the field over this range.

A fifth lead of the same width, attached at the top edge from \(x = 7\) to 10 and left floating, changes the values at \(\phi = \pm 0.04\). Then \(R_{12,34}(+B)\) and \(R_{34,12}(-B)\) are both \(0.289\,h/e^2\), and \(R_{12,34}(-B)\) is \(-0.096\,h/e^2\). The additional reservoir alters the resistances but leaves their reciprocity intact.
